# Is the intrinsic reaction coordinate the average path of hot molecules?: verification in Python

```python
"""
Result under test: an intrinsic reaction coordinate (IRC) is not the mean
finite-temperature trajectory. Momentum, entropy and another mode matter.

Model potential, with r = sqrt(x^2+y^2), theta = atan2(y,x), q = r-R:
 V = D x^2/r^2 + k q^2/2 + c0 (1-b sin(theta)) z^2/2 + h z^4/4
The IRC should be the arc q=z=0 from the saddle (theta=0) to theta=90 deg.
D: energy drop, k: radial stiffness, c0,b,h: parameters of the z mode.
Claims: q is about m v^2/(k R) for moving molecules; equilibrium mean q is
kT/(k R); the free-energy maximum obeys sin(theta)=-b c0 <z^2>/(4 D).
Internal units: angstrom, eV, femtosecond. Motion is classical.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

R, D, K = 2.0, 1.0, 10.0
C0, B, H = 1.0, 2.0, 1.0
T = 500.0
MASS_U = 15.0
MASS = MASS_U * const.atomic_mass * 1e10 / const.e   # eV fs^2 / angstrom^2
KT = const.k * T / const.e
HBAR = const.hbar / const.e * 1e15                   # eV fs


def potential(x, y, z, k=K, b=B):
    r = np.hypot(x, y)
    return (D * x**2 / r**2 + 0.5 * k * (r - R)**2
            + 0.5 * C0 * (1 - b * y / r) * z**2 + 0.25 * H * z**4)


def gradient(x, y, z, k=K, b=B):
    r = np.hypot(x, y)
    radial = k * (r - R) / r
    mode = 0.5 * C0 * b * z**2 / r**3
    gx = 2 * D * x * y**2 / r**4 + radial * x + mode * x * y
    gy = -2 * D * x**2 * y / r**4 + radial * y - mode * x**2
    gz = C0 * (1 - b * y / r) * z + H * z**3
    return gx, gy, gz


# The analytic gradient against finite differences of the potential.
point = np.array([1.3, 1.1, 0.4])
step = 1e-5
numeric = []
for axis in range(3):
    shift = np.zeros(3)
    shift[axis] = step
    numeric.append((potential(*(point + shift))
                    - potential(*(point - shift))) / (2 * step))
assert np.allclose(numeric, gradient(*point), atol=1e-7)


# Steepest descent from a point displaced along the unstable direction.
def descent(s, position):
    g = np.array(gradient(*position))
    return -g / np.linalg.norm(g)


irc = solve_ivp(descent, (0, 2.6), [R, 0.02, 0.0], method="Radau",
                rtol=1e-8, atol=1e-10)
assert irc.success
irc_angle = np.arctan2(irc.y[1, -1], irc.y[0, -1])
irc_error = abs(np.hypot(irc.y[0, -1], irc.y[1, -1]) - R)
assert irc_angle > 1.2 and irc_error < 1e-5


# One planar trajectory, started on the IRC and moving along its tangent.
def single(start, kinetic, target, k=K, mass=MASS, gamma=0.0):
    speed = np.sqrt(2 * kinetic / mass)

    def motion(t, u):
        gx, gy, _ = gradient(u[0], u[1], 0.0, k)
        return [u[2], u[3], -gx / mass - gamma * u[2],
                -gy / mass - gamma * u[3]]

    def arrival(t, u):
        return np.arctan2(u[1], u[0]) - target
    arrival.terminal = True
    arrival.direction = 1
    first = [R * np.cos(start), R * np.sin(start),
             -speed * np.sin(start), speed * np.cos(start)]
    out = solve_ivp(motion, (0, 50000), first, method="DOP853",
                    events=arrival, rtol=1e-9, atol=1e-11)
    assert len(out.t_events[0]) == 1
    end = out.y_events[0][0]
    return np.hypot(end[0], end[1]) - R, out.t_events[0][0]


# A moving molecule initially goes straight where the IRC bends.
small_angle = 0.025
q_initial, _ = single(np.pi / 4, 0.5, np.pi / 4 + small_angle)
q_straight = R * (1 / np.cos(small_angle) - 1)
assert abs(q_initial / q_straight - 1) < 0.02

# The centrifugal estimate becomes accurate when the valley is stiff.
slow = 0.001
stiffness = [K, 4 * K, 16 * K]
ratios = []
for k_value in stiffness:
    q_value, _ = single(0, slow, np.pi / 2, k=k_value)
    ratios.append(q_value / (2 * (D + slow) / (k_value * R)))
assert abs(ratios[0] - 1) < 0.15
assert abs(ratios[1] - 1) < 0.02
assert abs(ratios[2] - 1) < 0.01

q_slow, _ = single(0, slow, np.pi / 2)
q_heavy, _ = single(0, slow, np.pi / 2, mass=2 * MASS)
assert abs(q_slow - q_heavy) < 1e-6
q_free45, _ = single(0, slow, np.pi / 4)
q_drag45, _ = single(0, slow, np.pi / 4, gamma=0.2)
assert abs(q_drag45) < 0.02 * q_free45

# Equilibrium mean from a Cartesian sum, with no polar area factor inserted.
axis_grid = np.arange(-3.21, 3.22, 0.02)
gx_grid, gy_grid = np.meshgrid(axis_grid, axis_grid)
weight = np.exp(-potential(gx_grid, gy_grid, 0.0) / KT)
q_equilibrium = np.sum(weight * (np.hypot(gx_grid, gy_grid) - R)) / weight.sum()
q_equilibrium_formula = KT / (K * R)
assert abs(q_equilibrium / q_equilibrium_formula - 1) < 1e-3


# Free energy after explicit integration over z at fixed theta.
z_grid = np.linspace(-4, 4, 4001)


def mode_weight(theta):
    energy = 0.5 * C0 * (1 - B * np.sin(theta)) * z_grid**2
    return np.exp(-(energy + 0.25 * H * z_grid**4) / KT)


def free_energy(theta, drop):
    integral = mode_weight(theta).sum() * (z_grid[1] - z_grid[0])
    return drop * np.cos(theta)**2 - KT * np.log(integral)


LOW_DROP = 0.1
bottlenecks = []
for drop in (D, LOW_DROP):
    found = minimize_scalar(lambda a: -free_energy(a, drop),
                            bounds=(-0.6, 0.2), method="bounded",
                            options={"xatol": 1e-9})
    w = mode_weight(found.x)
    z_square = np.sum(w * z_grid**2) / w.sum()
    assert abs(np.sin(found.x) + B * C0 * z_square / (4 * drop)) < 1e-5
    harmonic_sine = (1 - np.sqrt(1 + 2 * B**2 * KT / drop / 2)) / (2 * B)
    assert abs(harmonic_sine * (1 - B * harmonic_sine)
               + B * KT / (4 * drop)) < 1e-12
    harmonic = np.arcsin(harmonic_sine)
    assert abs(harmonic / found.x - 1) < 0.20   # quartic term is neglected
    rise = free_energy(found.x, drop) - free_energy(0.0, drop)
    assert found.x < 0 and rise > 0
    bottlenecks.append((R * found.x, R * harmonic, rise))


# The transverse curvature changes sign at sin(theta) = 1/b.
def z_curvature(theta):
    x, y, d = R * np.cos(theta), R * np.sin(theta), 1e-3
    return (potential(x, y, d) + potential(x, y, -d)
            - 2 * potential(x, y, 0.0)) / d**2


ridge_angle = brentq(z_curvature, 0.1, 1.2)
assert abs(np.sin(ridge_angle) - 1 / B) < 1e-5

# Thermal flux through the saddle surface theta=0.
rng = np.random.default_rng(12345)
N = 10000
q_start = rng.normal(0, np.sqrt(KT / K), N)
trial = rng.normal(0, np.sqrt(KT / C0), 4 * N)
accepted = trial[rng.random(4 * N) < np.exp(-H * trial**4 / (4 * KT))]
assert len(accepted) >= N
z_start = accepted[:N]
v_thermal = np.sqrt(KT / MASS)
vx_start = rng.normal(0, v_thermal, N)
vz_start = rng.normal(0, v_thermal, N)
vy_start = v_thermal * np.sqrt(-2 * np.log(1 - rng.random(N)))
ANGLES = np.deg2rad([30, 60, 90])


def ensemble(vx, vy, vz, b, angles):
    """First-passage q, z and m*v_tangent^2, plus a flag for early return."""
    pos = np.array([R + q_start, np.zeros(N), z_start])
    vel = np.array([vx, vy, vz])
    dt = 0.5
    acc = -np.array(gradient(*pos, b=b)) / MASS
    record = np.full((len(angles), 3, N), np.nan)
    returned = np.zeros(N, bool)

    def observe():
        r = np.hypot(pos[0], pos[1])
        tangent = (pos[0] * vel[1] - pos[1] * vel[0]) / r
        return (np.arctan2(pos[1], pos[0]),
                np.array([r - R, pos[2], MASS * tangent**2]))

    old_angle, old = observe()
    for _ in range(6000):
        vel += 0.5 * dt * acc
        pos += dt * vel
        acc = -np.array(gradient(*pos, b=b)) / MASS
        vel += 0.5 * dt * acc
        angle, new = observe()
        returned |= (angle < 0) & np.isnan(record[0, 0])
        for j, target in enumerate(angles):
            hit = (np.isnan(record[j, 0]) & (old_angle < target)
                   & (angle >= target) & ~returned)
            if hit.any():
                part = (target - old_angle[hit]) / (angle[hit] - old_angle[hit])
                record[j][:, hit] = (old[:, hit]
                                     + part * (new[:, hit] - old[:, hit]))
        if np.all(returned | ~np.isnan(record[-1, 0])):
            break
        old_angle, old = angle, new
    assert np.all(returned | ~np.isnan(record[-1, 0]))
    return record, returned


plain, plain_return = ensemble(vx_start, vy_start, vz_start, 0.0, ANGLES)
coupled, coupled_return = ensemble(vx_start, vy_start, vz_start, B, ANGLES)
assert not plain_return.any() and not coupled_return.any()

# Time reversal followed by y -> -y also reverses the sign of b.
_, from_product = ensemble(-vx_start, vy_start, -vz_start, -B, ANGLES[:1])
nonreactive = from_product.mean()
assert 0 < nonreactive < 0.15
coupled = coupled[:, :, ~from_product]

q_plain = plain[:, 0].mean(axis=1)
q_coupled = coupled[:, 0].mean(axis=1)
q_error = coupled[2, 0].std(ddof=1) / np.sqrt(coupled.shape[2])
q_flux_formula = 2 * (D + KT) / (K * R)
q_speed_formula = plain[2, 2].mean() / (K * R)
assert abs(q_plain[2] / q_flux_formula - 1) < 0.20
assert abs(q_plain[2] / q_speed_formula - 1) < 0.15
assert q_coupled[2] > 10 * q_error
assert q_plain[2] > 10 * q_equilibrium

z_rms_start = np.sqrt(np.mean(z_start**2))
z_rms_plain = np.sqrt(np.mean(plain[2, 1]**2))
z_rms = np.sqrt(np.mean(coupled[:, 1]**2, axis=1))
z_mean = coupled[2, 1].mean()
z_mean_error = coupled[2, 1].std(ddof=1) / np.sqrt(coupled.shape[2])
NEAR = 0.2
near_start = np.mean(abs(z_start) < NEAR)
near_plain = np.mean(abs(plain[2, 1]) < NEAR)
near_coupled = np.mean(abs(coupled[2, 1]) < NEAR)
assert abs(z_rms_plain / z_rms_start - 1) < 0.05
assert z_rms[2] > 1.3 * z_rms_plain
assert near_coupled < 0.75 * near_plain
assert abs(z_mean) < 5 * z_mean_error

# Sizes of neglected effects for these same parameters.
omega_q, omega_z = np.sqrt(K / MASS), np.sqrt(C0 / MASS)
omega_barrier = np.sqrt(2 * D / (MASS * R**2))


def quantum_width(omega):
    half = HBAR * omega / (2 * KT)
    return np.sqrt(half / np.tanh(half))


wigner = 1 + (HBAR * omega_barrier / KT)**2 / 24
MORSE_A = 1.5
force = 2 * D / R
q_morse = brentq(lambda q: K / MORSE_A * (np.exp(-MORSE_A * q)
                 - np.exp(-2 * MORSE_A * q)) - force, 0, np.log(2) / MORSE_A)
q_loss, _ = single(0, KT, np.pi / 2, gamma=0.001)
q_no_loss, passage_time = single(0, KT, np.pi / 2)
pressure = const.torr
cross_section = 1e-18
gas_mass = 28 * const.atomic_mass
gas_speed = np.sqrt(8 * const.k * T / (np.pi * gas_mass))
collision_time = const.k * T / (pressure * cross_section * gas_speed)
assert collision_time > 1000 * passage_time * 1e-15


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Ligand mass", MASS_U, "u", 1)
show("Temperature", T, "K", 0)
show("Thermal energy kT", KT, "eV", 5)
show("Arc radius R", R, "angstrom", 1)
show("Energy drop D", D, "eV", 1)
show("Radial stiffness k", K, "eV/angstrom^2", 1)
show("z stiffness at saddle c0", C0, "eV/angstrom^2", 1)
show("z coupling b", B, "(dimensionless)", 1)
show("z quartic constant h", H, "eV/angstrom^4", 1)
print(f"IRC final distance from arc: {irc_error:.1e} angstrom")
show("Initial departure / straight-line value", q_initial / q_straight)
for k_value, ratio in zip(stiffness, ratios):
    show(f"Shift / centrifugal estimate, k={k_value:.0f} eV/angstrom^2", ratio)
show("Slow-start outward shift at 90 deg", q_slow, "angstrom")
show("Free outward shift at 45 deg", q_free45, "angstrom", 5)
show("Strong-friction shift at 45 deg", q_drag45, "angstrom", 5)
show("Equilibrium mean shift, grid sum", q_equilibrium, "angstrom", 5)
show("Equilibrium mean shift, formula", q_equilibrium_formula, "angstrom", 5)
show("Thermal-flux shift estimate at 90 deg", q_flux_formula, "angstrom")
for degree, value in zip((30, 60, 90), q_plain):
    show(f"Ensemble mean shift, b=0, {degree} deg", value, "angstrom")
show("Ensemble mean shift, b=2, 90 deg", q_coupled[2], "angstrom")
show("Standard error of that mean", q_error, "angstrom", 5)
for drop, values in zip((D, LOW_DROP), bottlenecks):
    show(f"Bottleneck position, D={drop:.1f} eV", values[0], "angstrom")
    show(f"Harmonic bottleneck, D={drop:.1f} eV", values[1], "angstrom")
    show(f"Free-energy rise over saddle, D={drop:.1f} eV",
         1000 * values[2], "meV", 3)
show("Saddle flux originating from product", 100 * nonreactive, "%", 2)
show("Valley-to-ridge angle", np.rad2deg(ridge_angle), "deg", 2)
show("rms z at saddle", z_rms_start, "angstrom")
show("rms z at 90 deg, b=0", z_rms_plain, "angstrom")
for degree, value in zip((30, 60, 90), z_rms):
    show(f"rms z at {degree} deg, b=2", value, "angstrom")
show("Mean z at 90 deg, b=2", z_mean, "angstrom")
show("Standard error of mean z", z_mean_error, "angstrom")
show("Within 0.2 angstrom in z at saddle", 100 * near_start, "%", 1)
show("Within 0.2 angstrom in z at 90 deg, b=0", 100 * near_plain, "%", 1)
show("Within 0.2 angstrom in z at 90 deg, b=2", 100 * near_coupled, "%", 1)
show("Quantum/classical radial rms width", quantum_width(omega_q))
show("Quantum/classical z rms width at saddle", quantum_width(omega_z))
show("Wigner tunnelling factor", wigner)
show("Rough Morse range parameter", MORSE_A, "1/angstrom", 1)
show("Static shift with Morse bond", q_morse, "angstrom")
show("Static shift with harmonic bond", force / K, "angstrom")
show("Shift from kT start, no energy loss", q_no_loss, "angstrom")
show("Shift from kT start, 1 ps velocity damping", q_loss, "angstrom")
show("Passage time from kT start", passage_time, "fs", 1)
show("Rough gas collision time at 1 Torr", collision_time * 1e9, "ns", 1)
print("ALL CHECKS PASSED")
```

Output:

```
Ligand mass: 15.0 u
Temperature: 500 K
Thermal energy kT: 0.04309 eV
Arc radius R: 2.0 angstrom
Energy drop D: 1.0 eV
Radial stiffness k: 10.0 eV/angstrom^2
z stiffness at saddle c0: 1.0 eV/angstrom^2
z coupling b: 2.0 (dimensionless)
z quartic constant h: 1.0 eV/angstrom^4
IRC final distance from arc: 3.6e-10 angstrom
Initial departure / straight-line value: 0.9899
Shift / centrifugal estimate, k=10 eV/angstrom^2: 1.0114
Shift / centrifugal estimate, k=40 eV/angstrom^2: 0.9999
Shift / centrifugal estimate, k=160 eV/angstrom^2: 0.9997
Slow-start outward shift at 90 deg: 0.1012 angstrom
Free outward shift at 45 deg: 0.04490 angstrom
Strong-friction shift at 45 deg: 0.00020 angstrom
Equilibrium mean shift, grid sum: 0.00215 angstrom
Equilibrium mean shift, formula: 0.00215 angstrom
Thermal-flux shift estimate at 90 deg: 0.1043 angstrom
Ensemble mean shift, b=0, 30 deg: 0.0210 angstrom
Ensemble mean shift, b=0, 60 deg: 0.0711 angstrom
Ensemble mean shift, b=0, 90 deg: 0.1004 angstrom
Ensemble mean shift, b=2, 90 deg: 0.1090 angstrom
Standard error of that mean: 0.00064 angstrom
Bottleneck position, D=1.0 eV: -0.0376 angstrom
Harmonic bottleneck, D=1.0 eV: -0.0414 angstrom
Free-energy rise over saddle, D=1.0 eV: 0.365 meV
Bottleneck position, D=0.1 eV: -0.3096 angstrom
Harmonic bottleneck, D=0.1 eV: -0.3266 angstrom
Free-energy rise over saddle, D=0.1 eV: 2.948 meV
Saddle flux originating from product: 1.69 %
Valley-to-ridge angle: 30.00 deg
rms z at saddle: 0.1968 angstrom
rms z at 90 deg, b=0: 0.1971 angstrom
rms z at 30 deg, b=2: 0.2487 angstrom
rms z at 60 deg, b=2: 0.3566 angstrom
rms z at 90 deg, b=2: 0.5620 angstrom
Mean z at 90 deg, b=2: -0.0099 angstrom
Standard error of mean z: 0.0057 angstrom
Within 0.2 angstrom in z at saddle: 68.3 %
Within 0.2 angstrom in z at 90 deg, b=0: 68.6 %
Within 0.2 angstrom in z at 90 deg, b=2: 21.6 %
Quantum/classical radial rms width: 1.0593
Quantum/classical z rms width at saddle: 1.0062
Wigner tunnelling factor: 1.0031
Rough Morse range parameter: 1.5 1/angstrom
Static shift with Morse bond: 0.1354 angstrom
Static shift with harmonic bond: 0.1000 angstrom
Shift from kT start, no energy loss: 0.1038 angstrom
Shift from kT start, 1 ps velocity damping: 0.0947 angstrom
Passage time from kT start: 168.1 fs
Rough gas collision time at 1 Torr: 84.2 ns
ALL CHECKS PASSED
```
